# Dissociation of trimethylaluminium dimers in a dilute vapour: test program

```python
"""Dissociation of the trimethylaluminium dimer, D <-> 2 M, in an ideal gas.

Result under test: the fraction alpha of dimers dissociated at equilibrium is
    alpha = sqrt(kappa / (kappa + 4)),  kappa = K * p_std / p,
    K = exp(-(H - T*S) / (R*T)),
where H and S are the standard dissociation enthalpy and entropy per mole of
dimer, p_std = 1 bar, and p is the sum of monomer and dimer partial pressures.
For H = 85 kJ/mol, S = 175 J/(mol K), T = 400 K, p = 0.001 bar: about 86 %.
The independent road is direct minimization of the mixture's free energy.
Energies are in J/mol and pressures in bar inside the program.
"""
import numpy as np
from scipy.constants import R
from scipy.optimize import minimize_scalar
from scipy.special import xlogy

H, S, T, P = 85.0e3, 175.0, 400.0, 1.0e-3


def gibbs(alpha, enthalpy, temp, pressure, carrier=0.0):
    """G/(RT) for one mole of initial dimer plus 'carrier' moles of inert gas.

    Zero of energy: standard chemical potentials of dimer and carrier.
    """
    standard = alpha * (enthalpy - temp * S) / (R * temp)
    amounts = np.array([1 - alpha, 2 * alpha, carrier])
    partial = pressure * amounts / amounts.sum()
    mixing = sum(xlogy(n, q) for n, q in zip(amounts, partial))
    return standard + mixing


def helmholtz(alpha, temp, initial_pressure):
    """A/(RT) in a rigid vessel, same zero of energy, no carrier gas."""
    standard = alpha * (H - temp * S) / (R * temp)
    amounts = np.array([1 - alpha, 2 * alpha])
    partial = initial_pressure * amounts
    return standard + sum(xlogy(n, q) - n for n, q in zip(amounts, partial))


def minimum(function):
    found = minimize_scalar(function, bounds=(0.0, 1.0), method="bounded",
                            options={"xatol": 1e-10, "maxiter": 500})
    assert found.success
    return found.x


def equilibrium_constant(enthalpy, temp):
    return np.exp(-(enthalpy - temp * S) / (R * temp))


def alpha_formula(enthalpy, temp, pressure):
    kappa = equilibrium_constant(enthalpy, temp) / pressure
    return np.sqrt(kappa / (kappa + 4))


# Closed form against free-energy minimization, over a range of conditions.
# A minimum is located only to about the square root of machine precision.
largest_gap = 0.0
for temp in (350.0, 400.0, 450.0):
    for pressure in (1e-3, 1e-2, 1.0):
        numeric = minimum(lambda a: gibbs(a, H, temp, pressure))
        gap = abs(numeric - alpha_formula(H, temp, pressure))
        largest_gap = max(largest_gap, gap)
assert largest_gap < 1e-6

alpha = minimum(lambda a: gibbs(a, H, T, P))
assert round(100 * alpha) == 86

# Mass-action law evaluated with the partial pressures at the minimum.
p_dimer = P * (1 - alpha) / (1 + alpha)
p_monomer = P * 2 * alpha / (1 + alpha)
K = equilibrium_constant(H, T)
assert abs(p_monomer**2 / p_dimer / K - 1) < 1e-5

# Curvature of G by finite differences: positive, so the minimum is unique.
step = 1e-4
for a in (0.1, 0.3, 0.5, 0.7, 0.9):
    second = (gibbs(a + step, H, T, P) - 2 * gibbs(a, H, T, P)
              + gibbs(a - step, H, T, P)) / step**2
    assert abs(second * a * (1 - a**2) / 2 - 1) < 1e-4

# Rigid vessel: P is the pressure the undissociated dimer would exert.
alpha_rigid = minimum(lambda a: helmholtz(a, T, P))
kappa = K / P
rigid_formula = (-kappa + np.sqrt(kappa**2 + 16 * kappa)) / 8
assert abs(alpha_rigid - rigid_formula) < 1e-6
assert alpha_rigid < alpha

# Carrier gas at 1 bar total, its amount set so that the precursor's partial
# pressures sum to P. The large carrier term costs some digits in G.
total = 1.0
carrier = (1 + alpha) * (total / P - 1)
alpha_carrier = minimum(lambda a: gibbs(a, H, T, total, carrier))
assert abs(alpha_carrier - alpha) < 1e-5

# Sensitivity to the enthalpy, from minima at slightly shifted enthalpies.
shift = 100.0
slope_numeric = (minimum(lambda a: gibbs(a, H + shift, T, P))
                 - minimum(lambda a: gibbs(a, H - shift, T, P))) / (2 * shift)
slope_formula = -alpha * (1 - alpha**2) / (2 * R * T)
assert abs(slope_numeric / slope_formula - 1) < 1e-3

alpha_low_H = minimum(lambda a: gibbs(a, H - 1e3, T, P))
alpha_high_H = minimum(lambda a: gibbs(a, H + 1e3, T, P))
alpha_one_bar = minimum(lambda a: gibbs(a, H, T, 1.0))

print(f"Dissociation enthalpy: {H/1e3:.1f} kJ/mol")
print(f"Dissociation entropy: {S:.1f} J/(mol K)")
print(f"Temperature: {T:.1f} K")
print(f"Precursor pressure p: {P:.4f} bar")
print(f"Gas constant R: {R:.5f} J/(mol K)")
print(f"RT: {R*T/1e3:.4f} kJ/mol")
print(f"T times entropy: {T*S/1e3:.3f} kJ/mol")
print(f"Standard Gibbs energy: {(H-T*S)/1e3:.3f} kJ/mol")
print(f"Standard Gibbs energy / RT: {(H-T*S)/(R*T):.4f} (no unit)")
print(f"Equilibrium constant K: {K:.6f} (no unit)")
print(f"kappa = K p_std/p: {kappa:.4f} (no unit)")
print(f"alpha squared: {alpha**2:.4f} (no unit)")
print(f"alpha from Gibbs minimum: {alpha:.4f} (no unit)")
print(f"alpha from closed form: {alpha_formula(H, T, P):.4f} (no unit)")
print(f"Dimers dissociated: {100*alpha:.1f} percent")
print(f"Monomer partial pressure: {p_monomer:.4e} bar")
print(f"Dimer partial pressure: {p_dimer:.4e} bar")
print(f"Monomer mole fraction: {p_monomer/P:.4f} (no unit)")
print(f"alpha at p = 1 bar: {alpha_one_bar:.4f} (no unit)")
print(f"alpha in rigid vessel, p0 = {P:.4f} bar: {alpha_rigid:.4f} (no unit)")
print(f"Final pressure in rigid vessel: {P*(1+alpha_rigid):.4e} bar")
print(f"Total pressure with carrier gas: {total:.1f} bar")
print(f"alpha with carrier gas, same p: {alpha_carrier:.4f} (no unit)")
print(f"Slope d(alpha)/dH: {slope_formula*1e3:.4f} per kJ/mol")
print(f"alpha for H = {(H-1e3)/1e3:.1f} kJ/mol: {alpha_low_H:.4f} (no unit)")
print(f"alpha for H = {(H+1e3)/1e3:.1f} kJ/mol: {alpha_high_H:.4f} (no unit)")
print(f"Largest gap, formula to minimum: {largest_gap:.0e} (no unit)")
print("verified")
```

Printed output:

```
Dissociation enthalpy: 85.0 kJ/mol
Dissociation entropy: 175.0 J/(mol K)
Temperature: 400.0 K
Precursor pressure p: 0.0010 bar
Gas constant R: 8.31446 J/(mol K)
RT: 3.3258 kJ/mol
T times entropy: 70.000 kJ/mol
Standard Gibbs energy: 15.000 kJ/mol
Standard Gibbs energy / RT: 4.5102 (no unit)
Equilibrium constant K: 0.010996 (no unit)
kappa = K p_std/p: 10.9961 (no unit)
alpha squared: 0.7333 (no unit)
alpha from Gibbs minimum: 0.8563 (no unit)
alpha from closed form: 0.8563 (no unit)
Dimers dissociated: 85.6 percent
Monomer partial pressure: 9.2259e-04 bar
Dimer partial pressure: 7.7407e-05 bar
Monomer mole fraction: 0.9226 (no unit)
alpha at p = 1 bar: 0.0524 (no unit)
alpha in rigid vessel, p0 = 0.0010 bar: 0.7792 (no unit)
Final pressure in rigid vessel: 1.7792e-03 bar
Total pressure with carrier gas: 1.0 bar
alpha with carrier gas, same p: 0.8563 (no unit)
Slope d(alpha)/dH: -0.0343 per kJ/mol
alpha for H = 84.0 kJ/mol: 0.8876 (no unit)
alpha for H = 86.0 kJ/mol: 0.8189 (no unit)
Largest gap, formula to minimum: 2e-08 (no unit)
verified
```
